Fitting silicon's static screening to define a range-separated hybrid

**Question**

Use Hartree atomic units. Treat the screening in silicon as static, isotropic and diagonal in the wave vector G, so that local-field effects are left out. The screened interaction is then W(G) = (4π/G²) ε⁻¹(G). Write ε∞ for ε(G→0), and

A = 1 − 1/ε∞,  g(G) = 1 − ε⁻¹(G).

The fitting function, with one free parameter μ, is

ε⁻¹(G) ≈ 1 − A exp(−G²/4μ²).  (1)

The valence electrons are represented by a gas with r_s = 2.0 bohr and ε∞ = 12, round values of roughly silicon's size. All spins are paired.

The Levine–Louie model is to supply ε. It takes the absorption spectrum ε₂ᴸ(q,s) of the Lindhard gas and opens a gap Δ in it:

ε₂(q,w) = ε₂ᴸ(q, √(w² − Δ²)) for w > Δ, and zero for 0 < w < Δ.

**(a)** Reduce the static ε(q) of this model to a single integral, and fix Δ.

**Answer.** The Kramers–Kronig relation at zero frequency is

ε(q) − 1 = (2/π) ∫_Δ^∞ dw ε₂(q,w)/w.

Substitute w² = s² + Δ². Then w dw = s ds, so dw/w = s ds/(s² + Δ²), and

ε(q) − 1 = (2/π) ∫₀^∞ ds s ε₂ᴸ(q,s)/(s² + Δ²).

This is the spectral representation of the Lindhard function at the imaginary frequency iΔ. The same substitution gives ∫ w ε₂ dw = ∫ s ε₂ᴸ ds, so the f-sum rule survives the opening of the gap.

The Lindhard response at frequency iΔ, with spin factor 2, is

χ₀ = 2∫ d³k/(2π)³ (f_k − f_{k+q})/(iΔ − E),  E = k·q + q²/2,

where E is the energy of k+q minus that of k. In the term with f_{k+q}, rename k → −k−q. This turns f_{k+q} into f_k and E into −E. The two terms combine to

1/(iΔ − E) − 1/(iΔ + E) = 2E/((iΔ)² − E²) = −2E/(E² + Δ²).

Since ε = 1 − (4π/q²)χ₀,

ε(q) − 1 = (4π/q²) 2∫ d³k/(2π)³ f_k 2E/(E² + Δ²).  (2)

Now cut the Fermi sphere into discs perpendicular to q. A disc at k_F t along q has area πk_F²(1 − t²) and thickness k_F dt. With x = q/2k_F and u = Δ/(q k_F), the energy is E = q k_F(t + x). The prefactor is

(4π/q²) · (2/8π³) · πk_F³ · 2/(q k_F) = 2k_F²/(πq³),

and therefore

ε(q) = 1 + (2k_F²/πq³) ∫₋₁¹ dt (1 − t²)(t + x)/((t + x)² + u²).  (3)

To fix Δ, write (2) with an average ⟨ ⟩ over the Fermi sphere and the density n:

ε(q) − 1 = (4πn/q²) ⟨2E/(E² + Δ²)⟩.  (4)

As q→0 the average tends to 2⟨E⟩/Δ² = q²/Δ², because k·q averages to zero. With ω_p² = 4πn this gives ε∞ − 1 = ω_p²/Δ², or Δ = ω_p/√(ε∞ − 1).

The numbers are:

n = 3/(4πr_s³) = 0.02984 bohr⁻³
k_F = (3π²n)^(1/3) = 0.9596 bohr⁻¹
ω_p = √(4πn) = 0.6124 hartree
Δ = 0.6124/√11 = 0.1846 hartree

Here Δ is the gap that gives the model the chosen ε∞. It is not silicon's band gap.

**(b)** Find how ε⁻¹ behaves at small and at large q. Which features can (1) reproduce?

**Answer.** For small q expand (4) in E/Δ:

⟨2E/(E² + Δ²)⟩ = 2⟨E⟩/Δ² − 2⟨E³⟩/Δ⁴ + …

Odd powers of k·q average to zero, and ⟨(k·q)²⟩ = q²k_F²/5. The leading part of ⟨E³⟩ is thus 3(q²/2)(q²k_F²/5) = 3k_F²q⁴/10. Hence

ε(q) = ε∞ − (ε∞ − 1) c q² + O(q⁴),  c = 3k_F²/(5Δ²).

Inverting to the same order,

ε⁻¹(q) = 1/ε∞ + (ε∞ − 1) c q²/ε∞² + O(q⁴).

The small-G form of (1) is 1/ε∞ + A G²/4μ², with A = (ε∞ − 1)/ε∞. Equal curvature requires 1/(4μ²) = c/ε∞, that is,

μ² = 5Δ²ε∞/(12k_F²).

This gives μ = 0.430 bohr⁻¹. It uses the model only where c q² ≪ 1. Here c = 0.6(0.9596/0.1846)² ≈ 16 bohr², so q must be well below 0.25 bohr⁻¹.

For large q, E → q²/2 and 2E/(E² + Δ²) → 4/q². Equation (4) gives ε − 1 → 4ω_p²/q⁴, and g has the same leading tail.

The function (1) therefore has the right values at both ends, 1/ε∞ and 1. One parameter can match the initial curvature, but no choice of μ turns the Gaussian tail into a q⁻⁴ tail.

**(c)** Fit μ by least squares with uniform weight in G over all G > 0. Derive the condition on μ, decide whether the solution is unique, and assess the fit.

**Answer.** The quantity to minimize is

S(μ) = ∫₀^∞ dG [g(G) − A exp(−G²/4μ²)]².

The derivative of exp(−G²/4μ²) with respect to μ is (G²/2μ³) exp(−G²/4μ²). Therefore

dS/dμ = −(A/μ³) ∫₀^∞ dG G² exp(−G²/4μ²) [g − A exp(−G²/4μ²)].

The second term contains ∫₀^∞ G² exp(−aG²) dG = √π/(4a^(3/2)) with a = 1/(2μ²), which equals √(π/2) μ³. Stationarity thus requires

∫₀^∞ dG g(G) G² exp(−G²/4μ²) = A √(π/2) μ³.  (5)

Put G = 2μy and divide by μ³:

8 ∫₀^∞ dy g(2μy) y² exp(−y²) = A √(π/2).

If g decreases with G, the left side decreases with μ. It starts from 8A√π/4 = 2√π A at μ→0, which is above the right side, and falls to zero as μ→∞. There is one crossing. Below it dS/dμ is negative and above it positive, so it is the minimum. The decrease of g was checked on the numerical grid, which extends to 60 bohr⁻¹; it is not proved here for all G.

The solution of (5) is

μ = 0.619 bohr⁻¹ = 1.17 Å⁻¹,

and direct minimization of S gives the same value. As a sample of the fit, at G = 1 bohr⁻¹

1 − 0.9167 exp(−1/(4 × 0.619²)) = 0.523, against 0.559 from the model.

Further values of ε⁻¹:

G (bohr⁻¹): model, fit
0.25: 0.148, 0.120
0.50: 0.283, 0.221
1.50: 0.757, 0.789
2.00: 0.893, 0.933
3.00: 0.980, 0.997

The fit screens too strongly at small G and too weakly at large G. The root-mean-square deviation for G < 2k_F is 0.041, and the largest deviation is 0.066, at G = 0.64 bohr⁻¹. Both are absolute errors in ε⁻¹. At G = 0.5 bohr⁻¹ the fit is about 22% below the model value.

The result also depends on what is fitted. A weight G² gives μ = 0.657 bohr⁻¹, and matching the curvature gave 0.430 bohr⁻¹. A quoted μ therefore needs its fitting criterion.

**(d)** Find W(r) for the fitted function. What fraction of the bare interaction remains at each distance?

**Answer.** The angular part of the Fourier integral gives

W(r) = (2/πr) ∫₀^∞ dG [sin(Gr)/G] ε⁻¹(G).

The constant 1 in ε⁻¹ yields the bare 1/r. For the Gaussian define

J(r) = ∫₀^∞ dG [sin(Gr)/G] exp(−G²/4μ²).

Differentiation removes the denominator:

dJ/dr = ∫₀^∞ dG cos(Gr) exp(−G²/4μ²) = √π μ exp(−μ²r²).

Since J(0) = 0, integration gives J(r) = (π/2) erf(μr). Hence

W(r) = 1/r − A erf(μr)/r.

Insert 1 = erfc(μr) + erf(μr) in the first term and use 1 − A = 1/ε∞:

W(r) = erfc(μr)/r + (1/ε∞) erf(μr)/r.  (6)

The short-range kernel erfc(μr)/r has coefficient one, and the long-range kernel erf(μr)/r has coefficient 1/ε∞ = 0.083. The total fraction is

rW(r) = 1 − A erf(μr) ≈ 1 − 2Aμr/√π for μr ≪ 1.

"Full short-range exchange" refers to the coefficient of the erfc kernel. The fraction of the bare interaction reaches one only in the limit r→0. The table shows how fast it falls:

r (bohr): rW from the model, from the fit
0.5: 0.689, 0.690
1.0: 0.448, 0.433
2.0: 0.207, 0.157
4.0: 0.111, 0.084
8.0: 0.086, 0.083

The fit is close at short distances. At 2 bohr it is about 24% below the model value, and it approaches 1/ε∞ too early.

The limit rW→1 does not depend on the Gaussian form. For any g ≥ 0 with a finite integral, |sin(Gr)/G| ≤ r gives |1 − rW| ≤ (2r/π)∫g dG, which vanishes with r. Screening cannot follow charge variations of very short wavelength.

**(e)** Construct an exchange energy whose orbital operator is the screened exchange with this W.

**Answer.** Let γ(r,r′) = 2Σ_occ φ(r)φ*(r′), summed over occupied spatial orbitals. Take

E = −¼ ∬ d³r d³r′ |γ(r,r′)|² W(|r − r′|).

This is linear in W, so (6) splits it into

E = E_x^{SR,HF} + (1/ε∞) E_x^{LR,HF},  (7)

where SR and LR denote Fock exchange with the erfc and erf kernels. Vary γ with μ and ε∞ held fixed. Since |γ(r,r′)|² = γ(r,r′)γ(r′,r) and W is symmetric, the two variations are equal:

δE = −½ ∬ d³r d³r′ δγ(r′,r) γ(r,r′) W(|r − r′|).

The orbital operator is therefore

Σ(r,r′) = −½ γ(r,r′) W(|r − r′|) = −Σ_occ φ(r)φ*(r′) W(|r − r′|).

This is the static screened-exchange term of COHSEX with the model W. Equation (7) thus defines the nonlocal part of a range-separated hybrid.

The identity was tested on the Hartree–Fock orbitals of a beryllium atom in ten s-type Gaussians, using the silicon values of μ and ε∞. Integrals with the erf kernel and a reciprocal-space integral over (1) both give −1.7784 hartree. Unscreened Fock exchange gives −2.6671 hartree. For the operator, add λ[φ_2s(r)φ_v(r′) + φ_v(r)φ_2s(r′)] to γ, where φ_v is a virtual orbital and both orbitals are real. The numerical derivative dE/dλ at λ = 0 is −0.0909 hartree, equal to twice the matrix element of Σ between the two orbitals. Its sign depends on the choice of orbital phases. This tests the algebra; it does not describe screening in beryllium.

**(f)** Does the fit also determine the local part of the functional? Compare the COHSEX choice with that of a hybrid that must give the full exchange energy of the uniform gas.

**Answer.** The fit determines W, and hence the nonlocal exchange. The remaining local term depends on a further choice.

COHSEX adds the Coulomb hole, a local potential ½[W − 1/r] taken at r→0. Since erf(μr)/r → 2μ/√π,

v_COH = −Aμ/√π = −0.9167 × 0.6190/1.7725 = −0.320 hartree.

This constant moves all levels together and leaves band gaps unchanged. The unfitted model gives v_COH = −(1/π)∫g dG = −0.328 hartree. Matching that value would need μ = 0.633 bohr⁻¹.

For the hybrid, subtract (7) from the full Fock energy. What is missing is (1 − 1/ε∞)E_x^{LR,HF} = A E_x^{LR,HF}. Replacing it by a semilocal functional (sl) that is correct for the uniform gas gives

E_x = E_x^{SR,HF} + (1/ε∞) E_x^{LR,HF} + A E_x^{LR,sl}.  (8)

To compare potentials, take the uniform gas. With v(p) = (4π/p²) exp(−p²/4μ²), its long-range exchange energy per volume is

−∬ d³k d³k′/(2π)⁶ v(|k − k′|), with k, k′ < k_F.

Raising k_F adds a shell to either sphere, giving two equal contributions. The density change also carries a factor 2, from spin. The derivative with respect to n is therefore

v_x^{LR} = −∫_{k′<k_F} d³k′/(2π)³ v(|k − k′|), with |k| = k_F.

Use p = k − k′ as the variable. The condition k′ < k_F becomes cosθ > p/2k_F, where θ is the angle between p and k. The angular integral is 2π(1 − p/2k_F), so

v_x^{LR} = −(1/π) ∫₀^{2k_F} dp (1 − p/2k_F) exp(−p²/4μ²)
= −(μ/√π) erf(k_F/μ) + (μ²/πk_F)[1 − exp(−k_F²/μ²)].

For k_F/μ = 1.550 the two terms are −0.3393 and +0.1156 hartree. Their sum is −0.2237 hartree, and

A v_x^{LR} = −0.205 hartree.

For μ ≪ k_F, v_x^{LR} → −μ/√π, and the hybrid potential becomes the Coulomb-hole constant. For μ ≫ k_F, v_x^{LR} tends to −k_F/π, the full exchange potential of the gas, and the hybrid's local exchange term tends to −Ak_F/π. Here μ/k_F = 0.65, so neither limit applies, and the hybrid's local exchange term differs from the Coulomb hole by 0.115 hartree. This is not the difference between the complete potentials: the Coulomb hole includes correlation, whereas (8) is exchange only and a hybrid adds its correlation term separately. In a crystal the semilocal potential varies with the density, so it can change the gaps as well as the absolute levels.

**(g)** Test the fitted kernel on the screened-exchange energies of the gas at k = 0 and k = k_F. What do the results say about the use of (8)?

**Answer.** At k = 0 the interaction is integrated over p < k_F. At k = k_F the geometry is that of part (f). Thus

Σ(0) = −(2/π) ∫₀^{k_F} dp ε⁻¹(p),
Σ(k_F) = −(1/π) ∫₀^{2k_F} dp (1 − p/2k_F) ε⁻¹(p).

The values in hartree are:

kernel: Σ(0), Σ(k_F), difference
bare: −0.611, −0.305, 0.305
model: −0.172, −0.109, 0.063
fitted: −0.145, −0.100, 0.045

Screening strongly reduces the difference for both kernels, but the fit overstates the reduction: its difference is about 28% below the model's. The Coulomb hole is only about 2% smaller in magnitude than the model's, because ∫g dG runs over all G and errors of opposite sign partly cancel. Σ(0) samples only p < 0.96 bohr⁻¹, where the fitted ε⁻¹ lies below the model at the tabulated points, so this cancellation is lost. A good Coulomb hole therefore does not guarantee a good state dependence of the exchange.

Two formal limits show what (8) contains. For ε∞ = 1, A = 0: Fock exchange is complete at every distance and μ drops out. For ε∞→∞ at fixed μ, the long-range Fock term vanishes and semilocal exchange replaces it.

The construction assumes one μ and one ε∞ throughout the material. It loses its basis at a surface or interface, where screening changes with position, and wherever local fields or the frequency dependence of W matter. The values above describe a model of silicon's screening; they are not a calculation of its bands. The full set of values is in the numerical output.

Values computed for the example and the checks

```
input r_s = 2.0 bohr, eps_inf = 12.0, 1/eps_inf = 0.0833
A = 1 - 1/eps_inf = 0.9167
valence density = 0.02984 bohr^-3
Fermi wave number kf = 0.9596 bohr^-1
plasma frequency = 0.6124 hartree
spectral gap = 0.1846 hartree
fitted mu = 0.6190 bohr^-1 = 1.170 angstrom^-1
mu by direct minimization = 0.6190 bohr^-1
length 1/mu = 1.616 bohr
rms deviation for G < 2 kf = 0.0412
largest deviation = 0.0664 at G = 0.637 bohr^-1
mu from curvature at G = 0: 0.4303 bohr^-1
mu from the Coulomb hole: 0.6334 bohr^-1
mu from the fit with weight G^2: 0.6571 bohr^-1
G (bohr^-1), inverse dielectric function: model, fit
  0.25  0.1484  0.1200
  0.50  0.2825  0.2213
  1.00  0.5587  0.5227
  1.50  0.7572  0.7889
  2.00  0.8931  0.9326
  3.00  0.9801  0.9974
r (bohr), exchange fraction r W(r): model, fit
  0.5  0.6885  0.6898
  1.0  0.4480  0.4329
  2.0  0.2075  0.1567
  4.0  0.1107  0.0838
  8.0  0.0865  0.0833
Coulomb hole, model = -0.3276 hartree
Coulomb hole, fit = -0.3201 hartree
A times long-range gas exchange potential = -0.2051 hartree
gas exchange self-energy (hartree): at k=0, at k=kf, difference
  bare: -0.6108  -0.3054  0.3054
  model: -0.1720  -0.1095  0.0626
  fitted: -0.1454  -0.1004  0.0451
Be exchange energy, full Fock = -2.66714 hartree
Be exchange energy, erf integrals = -1.77842 hartree
Be exchange energy, reciprocal space = -1.77842 hartree
Be energy slope along 2s-virtual = -0.09093 hartree
Be twice the operator element = -0.09093 hartree
```
